# Bloch's theorem and the uniform mesh of allowed k

An electron moves on a ring of six identical cells, each of length $a=0.5$ nm, in the potential

$$V(x)=-(1\ \text{eV})\cos\frac{2\pi x}{a}+(0.5\ \text{eV})\sin\frac{4\pi x}{a}.$$

Representing the Schrödinger equation of the whole ring on 144 equally spaced points, with the kinetic energy evaluated by discrete Fourier transform, and diagonalizing the resulting matrix gives these twelve lowest levels in eV:

- $-0.09,\ 0.07,\ 0.07,\ 0.52,\ 0.52,\ 0.98$
- $1.98,\ 2.76,\ 2.76,\ 4.21,\ 4.21,\ 5.79$

There are six levels, then a gap of 1.00 eV, then six more; the thirteenth level lies at 6.29 eV, 0.50 eV above the twelfth. Six is the number of cells. Within each group the end levels are single and the others come in pairs. Bloch's theorem, derived below in two ways, explains the count of six per group. Combined with the fact that the Hamiltonian is real, it also explains the pairing.

## The statement

Let a crystal have primitive vectors $\mathbf a_1,\mathbf a_2,\mathbf a_3$, cell volume $\Omega$ and lattice vectors $\mathbf R=\sum_i n_i\mathbf a_i$ with integer $n_i$. One electron, without spin and without a magnetic field, has the Hamiltonian

$$H=\frac{\mathbf p^2}{2m}+V(\mathbf r),\qquad V(\mathbf r+\mathbf R)=V(\mathbf r),\qquad \mathbf p=-i\hbar\nabla,$$

with $V$ real. The Born-von Karman conditions

$$\psi(\mathbf r+N_i\mathbf a_i)=\psi(\mathbf r),\qquad i=1,2,3,$$

close the crystal on itself after $N=N_1N_2N_3$ cells. Inner products are integrals over this finite volume. We assume that $V$ is regular enough (bounded is sufficient) for $H$ to have discrete levels of finite degeneracy and a complete set of eigenfunctions. The reciprocal vectors $\mathbf b_j$ are defined by $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$, and $\mathbf G$ denotes any sum of integer multiples of them.

The result has two parts.

1. A complete orthonormal set of energy eigenfunctions can be chosen such that $\psi(\mathbf r+\mathbf R)=e^{i\mathbf k\cdot\mathbf R}\psi(\mathbf r)$ for every $\mathbf R$.
2. The allowed vectors are $\mathbf k=\sum_i(m_i/N_i)\mathbf b_i$ with integer $m_i$. Vectors that differ by a $\mathbf G$ are the same label, so there are $N$ distinct $\mathbf k$, uniformly spaced, per Brillouin zone.

## First derivation: commuting translations

**The operators.** Define $T_{\mathbf R}\psi(\mathbf r)=\psi(\mathbf r+\mathbf R)$. Two translations in succession give

$$T_{\mathbf R}T_{\mathbf R'}\psi(\mathbf r)=\psi(\mathbf r+\mathbf R+\mathbf R')=T_{\mathbf R'}T_{\mathbf R}\psi(\mathbf r),$$

so they commute, and $T_{\mathbf R}T_{\mathbf R'}=T_{\mathbf R+\mathbf R'}$. A translation merely shifts the integration volume in an inner product. The integrand repeats with the period of the crystal, so the integral is unchanged. Thus $T_{\mathbf R}$ is unitary and $T_{\mathbf R}^\dagger=T_{\mathbf R}^{-1}=T_{-\mathbf R}$.

A constant shift passes through derivatives, so the kinetic energy commutes with $T_{\mathbf R}$. What remains is

$$(T_{\mathbf R}H-HT_{\mathbf R})\psi(\mathbf r)=[V(\mathbf r+\mathbf R)-V(\mathbf r)]\,\psi(\mathbf r+\mathbf R)=0.$$

This is where periodicity enters. If the potential of one cell were raised by 0.3 eV, the bracket would be $\pm0.3$ eV wherever just one of the points $\mathbf r$ and $\mathbf r+\mathbf R$ lay in that cell, and the argument would stop here.

**The eigenvalues.** Write $T_i$ for the translation by $\mathbf a_i$. The boundary condition says $T_i^{N_i}=1$. If $T_if=\lambda_if$ with $f\neq0$, applying $T_i$ in all $N_i$ times gives $\lambda_i^{N_i}=1$, hence

$$\lambda_i=e^{2\pi i m_i/N_i},\qquad m_i\ \text{integer}.$$

(The $i$ in the exponent that multiplies $2\pi$ is the imaginary unit.) Collect the three integers in one vector,

$$\mathbf k=\sum_j\frac{m_j}{N_j}\mathbf b_j,\qquad \mathbf k\cdot\mathbf a_i=\frac{2\pi m_i}{N_i}.$$

Since $T_{\mathbf R}=T_1^{n_1}T_2^{n_2}T_3^{n_3}$, its eigenvalue on a common eigenfunction is $\lambda_1^{n_1}\lambda_2^{n_2}\lambda_3^{n_3}=e^{i\mathbf k\cdot\mathbf R}$.

**Projectors.** It remains to show that common eigenfunctions of $H$ and all the translations suffice to build every state. For each $\mathbf k$ with $0\le m_i<N_i$, define

$$P_{\mathbf k}=\frac1N\sum_{\mathbf R}e^{-i\mathbf k\cdot\mathbf R}\,T_{\mathbf R},$$

where the sum runs over the $N$ translations with $0\le n_i<N_i$. Increasing $n_i$ by $N_i$ changes neither $T_{\mathbf R}$ nor the phase, because $e^{-i\mathbf k\cdot N_i\mathbf a_i}=e^{-2\pi i m_i}=1$. The sum may therefore be relabelled by $\mathbf S=\mathbf R+\mathbf R'$:

$$T_{\mathbf R'}P_{\mathbf k}=\frac1N\sum_{\mathbf R}e^{-i\mathbf k\cdot\mathbf R}T_{\mathbf R+\mathbf R'}
=e^{i\mathbf k\cdot\mathbf R'}\frac1N\sum_{\mathbf S}e^{-i\mathbf k\cdot\mathbf S}T_{\mathbf S}=e^{i\mathbf k\cdot\mathbf R'}P_{\mathbf k}.$$

So $P_{\mathbf k}\psi$, if not zero, obeys Bloch's condition.

To add the projectors we need $\sum_{\mathbf k}e^{-i\mathbf k\cdot\mathbf R}$, which is a product of three geometric sums. For $n_j=0$ the sum belonging to direction $j$ is $N_j$. For $0<n_j<N_j$ it is

$$\sum_{m_j=0}^{N_j-1}e^{-2\pi i m_jn_j/N_j}=\frac{1-e^{-2\pi i n_j}}{1-e^{-2\pi i n_j/N_j}}=0,$$

because the numerator vanishes and the denominator does not. Only $\mathbf R=0$ survives, with weight $N/N=1$, and so $\sum_{\mathbf k}P_{\mathbf k}=1$. The same geometric sum, now over $n_j$, gives

$$P_{\mathbf k'}P_{\mathbf k}=\frac1N\sum_{\mathbf R}e^{-i\mathbf k'\cdot\mathbf R}T_{\mathbf R}P_{\mathbf k}
=\frac1N\sum_{\mathbf R}e^{i(\mathbf k-\mathbf k')\cdot\mathbf R}P_{\mathbf k}=\delta_{\mathbf k\mathbf k'}P_{\mathbf k}.$$

Finally, $P_{\mathbf k}^\dagger=\frac1N\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}T_{-\mathbf R}=P_{\mathbf k}$, after relabelling $\mathbf R\to-\mathbf R$. These are orthogonal projectors.

**The theorem.** $P_{\mathbf k}$ is a sum of translations, so it commutes with $H$. If $H\psi=E\psi$, then

$$H(P_{\mathbf k}\psi)=P_{\mathbf k}H\psi=E\,(P_{\mathbf k}\psi),\qquad \psi=\sum_{\mathbf k}P_{\mathbf k}\psi.$$

Each energy eigenspace thus splits into mutually orthogonal parts, one for each $\mathbf k$ present in it. Choosing an orthonormal basis in every part gives a basis of the eigenspace made of Bloch functions. Doing so for every level gives the complete set in part 1.

**Why the set has to be chosen.** The ring level at 0.52 eV is doubly degenerate, and the diagonalization of a real matrix returned real eigenfunctions for it. Projecting one of them gives weight $1/2$ on $m=2$ and $1/2$ on $m=-2$. The mean value of the one-cell translation $T$ is therefore

$$\langle T\rangle=\tfrac12\left(e^{2\pi i/3}+e^{-2\pi i/3}\right)=\cos\frac{2\pi}{3}=-\frac12,$$

and, since $T$ is unitary,

$$\|(T-\langle T\rangle)\psi\|^2=1-|\langle T\rangle|^2=\tfrac34.$$

An eigenfunction of $T$ would give zero. This function is a valid energy eigenfunction but not a Bloch function. Its two projected parts are.

**Counting.** Replacing $m_i$ by $m_i+N_i$ adds $\mathbf b_i$ to $\mathbf k$ and leaves every $e^{i\mathbf k\cdot\mathbf R}$ unchanged. Conversely, if two allowed vectors give the same phase for each $\mathbf a_i$, their $m_i$ differ by multiples of $N_i$. There are therefore $N_1N_2N_3=N$ distinct labels.

All of them occur. The functions $e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}$ satisfy the boundary conditions and have label $\mathbf k$ for every $\mathbf G$, so each label owns an infinite-dimensional space of functions and an infinite ladder of energies. Number the energies on each ladder $n=1,2,\dots$ in increasing order. The $n$th levels of all the ladders form the $n$th band, which has $N$ states.

The mesh has steps $\mathbf b_i/N_i$. The relation $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$ makes the product of the two cell volumes $(2\pi)^3$, so the zone volume is $(2\pi)^3/\Omega$ and each point has the volume

$$\frac{1}{N}\,\frac{(2\pi)^3}{\Omega}=\frac{(2\pi)^3}{N\Omega}.$$

As the crystal grows the mesh becomes finer, while the number of points per unit $\mathbf k$-volume, divided by the crystal volume $N\Omega$, stays at $1/(2\pi)^3$.

One may use the Wigner-Seitz zone, the region closer to $\mathbf k=0$ than to any other $\mathbf G$, provided that equivalent points on its surface are counted once. Take a triclinic crystal of $2\times3\times4=24$ cells with $\mathbf a_1=(0.4,0,0)$, $\mathbf a_2=(0.1,0.5,0)$ and $\mathbf a_3=(0.05,0.1,0.6)$ nm. Comparing the distances of each mesh point to the nearby $\mathbf G$ numerically puts 21 points inside the zone and 6 on its surface. The surface points form three equivalent pairs, and $21+6/2=24$. The zone volume is 2067 nm$^{-3}$, or $2067/24=86.1$ nm$^{-3}$ per point.

## Second derivation: plane waves

**Expansion.** A function obeying the boundary conditions can be expanded in the plane waves that obey them. The requirement $e^{i\mathbf q\cdot N_i\mathbf a_i}=1$ means $\mathbf q\cdot\mathbf a_i=2\pi m_i/N_i$, so

$$\psi(\mathbf r)=\sum_{\mathbf q}c_{\mathbf q}e^{i\mathbf q\cdot\mathbf r},\qquad \mathbf q=\sum_i\frac{m_i}{N_i}\mathbf b_i,$$

with $m_i$ running over all integers. The potential has the shorter period of the lattice, so its expansion contains reciprocal vectors alone: $V(\mathbf r)=\sum_{\mathbf G}V_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$. Inserting both in $H\psi=E\psi$ gives

$$\sum_{\mathbf q}\left(\frac{\hbar^2q^2}{2m}-E\right)c_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+\sum_{\mathbf G,\mathbf q'}V_{\mathbf G}c_{\mathbf q'}e^{i(\mathbf q'+\mathbf G)\cdot\mathbf r}=0.$$

In the double sum put $\mathbf q=\mathbf q'+\mathbf G$. Plane waves with different $\mathbf q$ are orthogonal, so each coefficient vanishes separately:

$$\left(\frac{\hbar^2q^2}{2m}-E\right)c_{\mathbf q}+\sum_{\mathbf G}V_{\mathbf G}\,c_{\mathbf q-\mathbf G}=0.$$

**Separation into N sets.** This equation links $c_{\mathbf q}$ only to coefficients whose wave vectors differ from $\mathbf q$ by a reciprocal vector. Division with remainder, $m_i=\bar m_i+N_ig_i$ with $0\le\bar m_i<N_i$, writes every $\mathbf q$ uniquely as $\mathbf k+\mathbf G$, where $\mathbf k=\sum_i(\bar m_i/N_i)\mathbf b_i$. There are $N$ such $\mathbf k$, and the equations fall into $N$ uncoupled sets.

Given any solution of energy $E$, keep the coefficients of one set and put the others to zero. The result still satisfies all the equations with the same $E$. It is

$$\psi_{\mathbf k}(\mathbf r)=\sum_{\mathbf G}c_{\mathbf k+\mathbf G}e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}=e^{i\mathbf k\cdot\mathbf r}u(\mathbf r),\qquad u(\mathbf r)=\sum_{\mathbf G}c_{\mathbf k+\mathbf G}e^{i\mathbf G\cdot\mathbf r}.$$

Because $e^{i\mathbf G\cdot\mathbf R}=1$, $u$ has the period of the lattice, and $\psi_{\mathbf k}(\mathbf r+\mathbf R)=e^{i\mathbf k\cdot\mathbf R}\psi_{\mathbf k}(\mathbf r)$. Parts with different $\mathbf k$ share no plane wave and are orthogonal, and together they restore the original solution. Choosing a basis in each part of each eigenspace proves the theorem again.

**The ring levels explained.** For the ring, $k=2\pi m/(6a)$, with a step of 2.094 nm$^{-1}$. Writing the cosine and sine as exponentials gives four nonzero coefficients: $-0.5$ eV for $G=\pm2\pi/a$, and $\mp0.25i$ eV for $G=\pm4\pi/a$. Solving each set numerically with 25 plane waves gives:

| $m$ | $k$ (nm$^{-1}$) | band 1 (eV) | band 2 (eV) |
|---|---|---|---|
| 0 | 0 | −0.09 | 5.79 |
| ±1 | ±2.094 | 0.07 | 4.21 |
| ±2 | ±4.189 | 0.52 | 2.76 |
| 3 | 6.283 | 0.98 | 1.98 |

These are the twelve levels of the opening. Each band supplies one level for each of the six $k$. The groups are separated because a gap opens between the two bands at $m=3$. This is a property of this potential and not a consequence of the theorem: for $V=0$ the plane waves $k=\pi/a$ and $k-2\pi/a=-\pi/a$ have the same energy, and the two bands touch there.

The pairs arise because $H$ is real. Complex conjugation of $H\psi_k=E\psi_k$ gives an eigenfunction $\psi_k^*$ with the same energy and the label $-k$, and $\psi_k^*$ obeys the same periodic boundary condition. For $m=\pm1$ and $\pm2$ the two labels are distinct, so the functions are orthogonal and the level is double. For $m=0$ and $m=3$, $k$ and $-k$ are the same label, and no partner is required.

A value between mesh points does not fit the ring. At half a step, $k=1.047$ nm$^{-1}$, the one-cell problem has its lowest energy at $-0.048$ eV, which is 0.039 eV from the nearest ring level. Its Bloch function acquires the factor $e^{i6ka}=e^{i\pi}=-1$ on going once round, and so violates the boundary condition.

**Crystal momentum.** The vector $\hbar\mathbf k$ labels the response to lattice translations. The mean momentum of a normalized Bloch function is instead

$$\langle\mathbf p\rangle=\hbar\sum_{\mathbf G}|c_{\mathbf k+\mathbf G}|^2(\mathbf k+\mathbf G),\qquad \sum_{\mathbf G}|c_{\mathbf k+\mathbf G}|^2=1.$$

For the band-1 state with $m=2$, a Fourier transform of the projected ring eigenfunction gives the weights 0.9451 at 4.189 nm$^{-1}$, 0.0522 at $-8.378$ nm$^{-1}$ and 0.0023 at 16.755 nm$^{-1}$. These three contribute

$$3.959-0.437+0.039=3.561\ \text{nm}^{-1}$$

to $\langle p\rangle/\hbar$. The small remaining weight, at larger $|k+G|$, brings the total to 3.557 nm$^{-1}$, which is 15% below $k$. If $V$ is constant, the equations decouple further, and the eigenfunctions can be chosen as single plane waves with momentum $\hbar(\mathbf k+\mathbf G)$. Even for these, $\hbar\mathbf k$ gives the momentum only up to some $\hbar\mathbf G$.

## What each derivation assumes

Both derivations need a periodic potential and boundary conditions that respect the translations. They use the form of $H$ differently.

The first uses three facts: the translations are unitary and commute with one another, they commute with $H$, and $T_i^{N_i}=1$. Apart from the proof that they commute with $H$, the form $\mathbf p^2/2m+V(\mathbf r)$ plays no part. The argument therefore also covers a model with one orbital per cell and hopping amplitudes that depend only on the separation of the cells. There each label owns one state instead of an infinite ladder. In that model the label fixes the state, and applying $H$ to it gives the energy. When a label owns more than one state, the argument alone does not determine the eigenfunctions or their energies.

The second, as written, uses the completeness of plane waves, a kinetic energy that is diagonal in them, and a local potential with a Fourier series. In return it gives the equations to be solved for each $\mathbf k$ and the momentum content of the state. The two meet in the projector: acting on $e^{i\mathbf q\cdot\mathbf r}$, $P_{\mathbf k}$ gives the factor $\frac1N\sum_{\mathbf R}e^{i(\mathbf q-\mathbf k)\cdot\mathbf R}$, which is 1 if $\mathbf q-\mathbf k$ is a reciprocal vector and 0 otherwise. Keeping one set of coefficients is the action of $P_{\mathbf k}$.

They also fail together. A defect in one cell makes $[H,T_{\mathbf R}]\neq0$. In the second derivation it adds Fourier components of $V$ that are not reciprocal vectors, and these couple different $\mathbf k$.

A phase in the boundary condition shifts the mesh but leaves its density, which is set by the $N_i$, unchanged. If $\psi(\mathbf r+N_i\mathbf a_i)=e^{i\theta_i}\psi(\mathbf r)$ is imposed instead, then $\lambda_i^{N_i}=e^{i\theta_i}$ and $\mathbf k\cdot\mathbf a_i=(2\pi m_i+\theta_i)/N_i$. The whole mesh is displaced by $\sum_i(\theta_i/2\pi N_i)\mathbf b_i$, and it still has $N$ points per zone. With hard walls, a translation can carry an allowed function out of the allowed space, and neither derivation applies to the finite crystal.

Numbers in the example were calculated in double precision.
